\section*{Nuclear size shifts of hydrogen S levels and the deuteron radius}

\section{Problem}

A nucleus is not a point. Its charge is spread over a small region, and an electron that enters this region is attracted less strongly than it would be by a point charge. The resulting change of an energy level is called the field shift, or finite-size shift.

Take one electron bound to a nucleus of charge number $Z$. The nuclear charge density is static, spherical and nowhere negative, with mean-square radius $r_N^2$. It is confined to radii of the order of $r_N$, or falls off rapidly beyond them, as in real nuclei. The electron is nonrelativistic. Rydberg atomic units are used: lengths are in bohr, energies are in rydberg (Ry), and the Hamiltonian for a fixed point nucleus is
\begin{equation}
H=-\nabla^2-\frac{2Z}{r}.
\end{equation}
One hartree is 2 Ry.

\begin{enumerate}
\item[(a)] Show that, for $Zr_N\ll1$, the $nS$ level is shifted by
\begin{equation}
\delta E_{nS}=\frac{4}{3}\frac{Z^4r_N^2}{n^3}\ \text{Ry}
=\frac{2}{3}\frac{Z^4r_N^2}{n^3}\ \text{hartree}.
\label{eq:target}
\end{equation}
\item[(b)] Evaluate the shift of the 1S level of hydrogen in MHz.
\item[(c)] How does the shift change when the nucleus has a finite mass?
\item[(d)] The 1S--2S transition frequencies of deuterium and hydrogen are compared. Recoil, quantum electrodynamic and nuclear-polarizability contributions are subtracted from $\nu_D-\nu_H$. What remains is due to nuclear size and has magnitude 5.23 MHz. Find its sign and the value of $r_d^2-r_p^2$, where $r_d$ and $r_p$ are the rms charge radii of the deuteron and the proton.
\end{enumerate}

Data: 1 bohr is $52917.721$ fm; 1 Ry corresponds to the frequency $3.289842\times10^9$ MHz; $r_p=1.58879\times10^{-5}$ bohr. The cubes of the reduced masses, in units of the electron mass, are $f_H=0.998368$ and $f_D=0.999183$.

\section{Hints}

\begin{enumerate}
\item Divide the nuclear charge into thin shells. Outside a shell the potential is that of a point charge; inside, it is constant. Subtract the point-charge potential.
\item The electron density hardly varies across the nucleus. You need its value at the origin and the volume integral of the potential difference. Exchange the order of the two radial integrations.
\item To find the density at the origin for every $n$, multiply the radial equation by $u'$ and integrate. This leads to the mean value of $1/r^2$, which follows from the derivative of the energy with respect to $l$.
\item For a finite nuclear mass, rescale the length so that the Hamiltonian regains its fixed-nucleus form.
\item In part (d), both levels of the transition move. A squared radius cannot be negative.
\end{enumerate}

\section{Solution}

\subsection*{(a) The potential difference}

Let the nuclear charge density be $Z\rho(s)$, with $\rho(s)\geq0$ and $\int_0^\infty4\pi s^2\rho(s)\,ds=1$. A shell of radius $s$ contributes in proportion to $1/r$ when $s<r$, and to $1/s$ when $s>r$. The potential energy of the electron is therefore
\begin{equation}
V(r)=-2Z\left[\frac1r\int_0^r4\pi s^2\rho\,ds
+\int_r^\infty\frac{4\pi s^2\rho}{s}\,ds\right].
\end{equation}
By the normalization of $\rho$, the point-nucleus energy can be written as $V_C=-2Z/r=-(2Z/r)\int_0^\infty4\pi s^2\rho\,ds$. In the difference the parts with $s<r$ cancel:
\begin{equation}
\delta V(r)=V-V_C=2Z\int_r^\infty4\pi s^2\rho(s)
\left(\frac1r-\frac1s\right)ds\ \geq0 .
\label{eq:dv}
\end{equation}
The sign is positive because the spread charge attracts less strongly, so the level rises. The difference vanishes outside the nuclear charge.

First-order perturbation theory gives $\delta E=\int|\psi|^2\delta V\,d^3r$. Near the origin an S function behaves as $\psi(r)\simeq\psi(0)(1-Zr)$. To see this, put $u\propto r+br^2$ into $u''=(-2Z/r-E)u$: the leading terms give $2b=-2Z$. Since the charge lies within radii of order $r_N$, the density changes over the nucleus by a relative amount of order $Zr_N$, and to leading order
\begin{equation}
\delta E=|\psi(0)|^2\int\delta V\,d^3r .
\label{eq:first}
\end{equation}

\subsection*{The volume integral}

The double integral covers the region $0<r<s$. Its integrand is nonnegative, so the order of integration may be exchanged:
\begin{align}
\int\delta V\,d^3r
&=2Z\int_0^\infty ds\,4\pi s^2\rho(s)
\int_0^s4\pi r^2\left(\frac1r-\frac1s\right)dr\nonumber\\
&=2Z\int_0^\infty ds\,4\pi s^2\rho(s)\;
4\pi\left(\frac{s^2}{2}-\frac{s^2}{3}\right)\nonumber\\
&=\frac{4\pi}{3}Z\int_0^\infty4\pi s^4\rho(s)\,ds
=\frac{4\pi}{3}Zr_N^2 .
\label{eq:volume}
\end{align}
To leading order, the level depends on the charge distribution through its mean-square radius alone. The confinement of the charge is needed for this: if, for $Z=1$, a fraction $10^{-6}$ of the charge sat on a shell of radius 1 bohr and the rest at the origin, $Zr_N$ would be $10^{-3}$, yet $\int|\psi|^2\delta V\,d^3r$ for the 1S level would be only 0.41 of (\ref{eq:target}).

\subsection*{The density at the nucleus}

Write the normalized S function as $\psi=u(r)/(\sqrt{4\pi}\,r)$, with $\int_0^\infty u^2dr=1$. Then
\begin{equation}
u''=(V_C-E)u,\qquad u(0)=0,\qquad |\psi(0)|^2=\frac{u'(0)^2}{4\pi}.
\label{eq:radial}
\end{equation}
Multiply the radial equation by $u'$ and integrate from zero to infinity. The left side is
$\frac12[u'^2]_0^\infty=-\frac12u'(0)^2$. Integration by parts on the right gives
\begin{equation}
\int_0^\infty(V_C-E)uu'\,dr
=\frac12\big[(V_C-E)u^2\big]_0^\infty
-\frac12\int_0^\infty V_C'\,u^2dr .
\end{equation}
The boundary term vanishes at infinity because $u$ decays, and at the origin because $u^2/r\to0$. Since $V_C'=2Z/r^2$,
\begin{equation}
u'(0)^2=2Z\left\langle\frac1{r^2}\right\rangle .
\label{eq:slope}
\end{equation}

The mean value follows from the energy as a function of $l$, treated as a real number $l\geq0$ in
\begin{equation}
H_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac{2Z}{r}.
\end{equation}
Set $E=-\kappa^2$ and $u=e^{-\kappa r}w$. The terms in $\kappa^2$ cancel, leaving
\begin{equation}
w''-2\kappa w'=\left[\frac{l(l+1)}{r^2}-\frac{2Z}{r}\right]w .
\end{equation}
Insert $w=\sum_kc_kr^{k+l+1}$ and collect the power $r^{k+l}$:
\begin{equation}
\big[(k+l+2)(k+l+1)-l(l+1)\big]c_{k+1}
=2\big[\kappa(k+l+1)-Z\big]c_k .
\end{equation}
The bracket on the left equals $(k+1)(k+2l+2)$, which is never zero. If the series did not stop, then $c_{k+1}/c_k\to2\kappa/k$ at large $k$, so that $w$ would grow like $e^{2\kappa r}$ and $u$ could not be normalized. The series must therefore stop at some $k=n_r$, which requires
\begin{equation}
\kappa=\frac{Z}{n_r+l+1},\qquad
E=-\frac{Z^2}{(n_r+l+1)^2}.
\end{equation}
Nothing in this argument requires $l$ to be an integer.

Now differentiate $E=\langle u|H_l|u\rangle$ with respect to $l$ at fixed $n_r$. The terms that contain $\partial u/\partial l$ combine to $E\,\partial\langle u|u\rangle/\partial l=0$. The boundary terms needed to move $H_l$ from one function to the other vanish at the origin, since they contain $r^{2l+1}$ times at most a logarithm. Only the explicit $l$ in $H_l$ contributes:
\begin{equation}
(2l+1)\left\langle\frac1{r^2}\right\rangle
=\frac{dE}{dl}=\frac{2Z^2}{(n_r+l+1)^3}.
\end{equation}
For an S state $l=0$ and $n=n_r+1$, so $\langle1/r^2\rangle=2Z^2/n^3$. Equations (\ref{eq:slope}) and (\ref{eq:radial}) then give
\begin{equation}
u'(0)^2=\frac{4Z^3}{n^3},\qquad
|\psi(0)|^2=\frac{Z^3}{\pi n^3}.
\label{eq:density}
\end{equation}

\subsection*{The shift}

Insert (\ref{eq:volume}) and (\ref{eq:density}) in (\ref{eq:first}):
\begin{equation}
\delta E_{nS}=\frac{Z^3}{\pi n^3}\,\frac{4\pi}{3}Zr_N^2
=\frac43\frac{Z^4r_N^2}{n^3}\ \text{Ry}.
\end{equation}
Division by two converts this to hartree and gives (\ref{eq:target}). Three powers of $Z$ come from the density at the nucleus and one from the strength of the potential.

\subsection*{(b) The 1S shift of hydrogen}

With $Z=n=1$ and the given proton radius,
\begin{align}
\delta E_{1S}&=\frac43\left(1.58879\times10^{-5}\right)^2\ \text{Ry}
=3.366\times10^{-10}\ \text{Ry},\\
\frac{\delta E_{1S}}{h}&=
3.366\times10^{-10}\times3.289842\times10^9\ \text{MHz}
=1.107\ \text{MHz}.
\end{align}
This is $1.683\times10^{-10}$ hartree, or about 1.1 MHz. The 2S level rises by one eighth as much, 0.138 MHz.

The nucleus has so far been held fixed. Part (c) removes this assumption, which lowers the value by a relative $1.6\times10^{-3}$, more than either of the two further approximations examined here. The first is the expansion in $Zr_N$. For a proton modelled as a charged shell, a direct solution of the Schr\"odinger equation differs from the formula by a relative $-2.5\times10^{-5}$; the second variation below derives this number.

The second is the neglect of relativity. Close to a point charge, the radial Dirac equations for an S state, with large and small components $G$ and $F$, reduce to
\begin{equation}
G'-\frac{G}{r}=\frac{Z\alpha}{r}F,\qquad
F'+\frac{F}{r}=-\frac{Z\alpha}{r}G ,
\end{equation}
where $\alpha$ is the fine-structure constant. If both components vary as $r^\gamma$, these equations require $(\gamma-1)(\gamma+1)=-Z^2\alpha^2$, so $\gamma=\sqrt{1-Z^2\alpha^2}$. The density $(G^2+F^2)/r^2$ varies as $r^{2\gamma-2}$, which increases slowly towards the nucleus. A first-order estimate with the point-nucleus Dirac density raises the hydrogen 1S shift by a relative $6\times10^{-4}$. It is an estimate because the extended nucleus also modifies the wavefunction inside it. Since $2\gamma-2\simeq-Z^2\alpha^2$, the relative correction is roughly $Z^2\alpha^2\ln(1/Zr_N)$, and the logarithm makes it matter well before $Z\alpha$ is large. For a uniformly charged sphere with a realistic radius, the Dirac 1S shift exceeds (\ref{eq:target}) by about 4\% at $Z=10$, by about 16\% at $Z=20$ and by more than a factor of two at $Z=50$. The formula is quantitative only for light nuclei.

\subsection*{(c) Finite nuclear mass}

Let $\mu$ be the reduced mass in units of the electron mass, and keep the bohr and the rydberg defined with the electron mass. In the relative coordinate,
\begin{equation}
H=-\frac1\mu\nabla^2-\frac{2Z}{r}.
\end{equation}
With $\mathbf r=\mathbf x/\mu$ one has $\nabla_r^2=\mu^2\nabla_x^2$, and hence
\begin{equation}
H=\mu\left(-\nabla_x^2-\frac{2Z}{x}\right).
\end{equation}
In the variable $x$ the wavefunctions are those of a fixed nucleus. In the variable $r$ they are stretched by $1/\mu$, so the density at the origin is multiplied by $\mu^3$. The potential difference (\ref{eq:dv}) does not contain the mass. The shift is therefore multiplied by $f=\mu^3$. For hydrogen it becomes $0.998368\times1.1072$ MHz $=1.105$ MHz in the nonrelativistic model. The last digit is not secure for real hydrogen: the relativistic estimate of part (b) amounts to about 0.0007 MHz, and the tabulated uncertainty of the proton radius, about 0.0006 fm, changes the shift by about 0.002 MHz.

\subsection*{(d) The radius difference}

The 1S--2S frequency is $(E_{2S}-E_{1S})/h$. Nuclear size raises 2S by one eighth of the 1S shift, so it lowers the frequency by $7/8$ of the 1S shift. With radii in fm, the 1S coefficient for a fixed nucleus is
\begin{equation}
\frac43\,\frac{3.289842\times10^9}{(52917.721)^2}\ \text{MHz/fm}^2
=1.5664\ \text{MHz/fm}^2 ,
\end{equation}
and the coefficient of the interval is
\begin{equation}
K=\frac78\times1.5664\ \text{MHz/fm}^2=1.3706\ \text{MHz/fm}^2 .
\end{equation}
The size part of the isotope shift is then
\begin{equation}
(\nu_D-\nu_H)_{\rm size}=-K\left(f_Dr_d^2-f_Hr_p^2\right).
\label{eq:iso}
\end{equation}

Its magnitude fixes $f_Dr_d^2-f_Hr_p^2$ as either plus or minus $5.23/1.3706=3.816$ fm$^2$. The proton radius is 0.841 fm, so $r_p^2=0.707$ fm$^2$. The minus sign would require $f_Dr_d^2=0.706-3.816<0$ (in fm$^2$), which is impossible. The plus sign holds: the deuteron is the larger nucleus, and the size part of $\nu_D-\nu_H$ is $-5.23$ MHz.

Let $D=5.23$ MHz. Solve $f_Dr_d^2=D/K+f_Hr_p^2$ for $r_d^2$ and subtract $r_p^2$:
\begin{align}
r_d^2-r_p^2
&=\frac{D/K-(f_D-f_H)r_p^2}{f_D}\nonumber\\
&=\frac{3.8158-0.000815\times0.707}{0.999183}\ \text{fm}^2
=3.818\ \text{fm}^2 .
\end{align}
To the precision of the data,
\begin{equation}
r_d^2-r_p^2=3.82\ \text{fm}^2 .
\end{equation}
With fixed nuclei the result would be 3.816 fm$^2$, which also rounds to 3.82. The deuteron radius follows from $r_d^2=3.818+0.707=4.525$ fm$^2$, so $r_d=2.127$ fm.

The residual is given to 0.01 MHz. A rounding error of up to 0.005 MHz changes the radius difference by up to 0.004 fm$^2$. If relativity changed $K$ by the same relative amount as the 1S estimate above, the difference would decrease by about 0.002 fm$^2$. A third decimal therefore has no significance here.

The tabulated radii used in the numerical check give 3.821 fm$^2$. This agreement shows consistency but is not independent evidence, because the tabulated values draw on the same isotope shift.

It matters that the residual belongs to the interval. If 5.23 MHz were the difference between the two 1S shifts, the divisor would be 1.5664 MHz/fm$^2$, and fixed nuclei would give 3.34 fm$^2$, smaller by the factor $7/8$.

As a check in the opposite direction, the Schr\"odinger equation was solved for shell-shaped nuclei with the given $r_p$, the extracted $r_d$ and the finite masses. The size part of $\nu_D-\nu_H$ came out as $-5.2296$ MHz, in agreement with the input.

\section{Two variations}

\subsection*{Variation 1: a uniformly charged sphere}

\textit{The nuclear charge fills a sphere of radius $R$ uniformly. Find the shift directly from the potential, and compare it with that of a charged shell of the same radius.}

Inside the sphere $V=-(Z/R)(3-r^2/R^2)$. This expression equals $-2Z/R$ at the surface, and its slope there, $2Z/R^2$, matches that of $-2Z/r$. Hence
\begin{align}
\int\delta V\,d^3r
&=4\pi Z\int_0^R\left(2r-\frac{3r^2}{R}+\frac{r^4}{R^3}\right)dr\nonumber\\
&=4\pi ZR^2\left(1-1+\frac15\right)=\frac{4\pi}{5}ZR^2 .
\end{align}
Multiplication by $Z^3/(\pi n^3)$ gives $\delta E=\frac45Z^4R^2/n^3$ Ry. This agrees with (\ref{eq:target}), because the mean-square radius of the sphere is
$(3/R^3)\int_0^Rs^4ds=\frac35R^2$.
For a shell $r_N=R$, so the sphere has $3/5$ of the shift of a shell with the same outer radius. At equal rms radius the two shifts agree to leading order.

\subsection*{Variation 2: the next order for a charged shell}

\textit{For a shell of radius $R$, find the relative correction to (\ref{eq:target}) that is linear in $ZR$.}

Let $\psi_0$ and $\psi$ be the S functions for the point nucleus and for the shell. Projecting $(H+\delta V)\psi=E\psi$ on $\psi_0$ gives an identity that contains no approximation:
\begin{equation}
E-E_0=\frac{\int\psi_0\,\delta V\,\psi\,d^3r}{\int\psi_0\psi\,d^3r}.
\end{equation}
Both functions are needed inside the shell to first order in $ZR$. There the potential is $-2Z/R$, so $\nabla^2\psi\simeq-(2Z/R)\psi$ and
\begin{equation}
\psi\simeq A\left(1-\frac{Zr^2}{3R}\right).
\end{equation}
Just outside, $\psi\simeq B(1-Zr+c/r)$, where the last term is the irregular solution that the extended nucleus admits. To leading order, equal slopes at $R$ require
$-Z-c/R^2=-\frac23Z$, so $c=-\frac13ZR^2$. Equal values require
$A(1-\frac13ZR)=B(1-\frac43ZR)$, so $A\simeq B(1-ZR)$. Since $c$ is of second order in $R$, the term $c/r$ is of first order only near the shell; at atomic distances, which fix the normalization, the outer function is unchanged to first order. Thus $B=\psi_0(0)$, and the denominator is one.

The integrand now contains the additional factor
\begin{equation}
(1-Zr)\left(1-ZR-\frac{Zr^2}{3R}\right)
\simeq1-Zr-ZR-\frac{Zr^2}{3R}.
\end{equation}
It is averaged with the weight $r^2\delta V\propto r-r^2/R$, whose integral from 0 to $R$ is $R^2/6$. The averages are
\begin{equation}
\overline r=\frac{R^3/3-R^3/4}{R^2/6}=\frac R2,\qquad
\overline{r^2}=\frac{R^4/4-R^4/5}{R^2/6}=\frac{3R^2}{10}.
\end{equation}
The relative correction is therefore
\begin{equation}
-ZR\left(\frac12+1+\frac1{10}\right)=-\frac85ZR .
\end{equation}
For hydrogen with $R=r_p$ this is $-1.6\times1.58879\times10^{-5}=-2.542\times10^{-5}$, the value found by solving the Schr\"odinger equation. At ten times the radius the solved error is $-2.543\times10^{-4}$, which confirms the linear growth.

\section*{Computed values}
\begin{verbatim}
Bohr radius: 52917.721 fm
Rydberg frequency: 3.289842e+09 MHz
Proton rms charge radius (input): 0.8407 fm
Proton radius: 1.58879e-05 bohr
1S shift, fixed nucleus: 3.3657e-10 Ry
1S shift, fixed nucleus: 1.6828e-10 hartree
1S shift, fixed nucleus: 1.1072 MHz
2S shift, fixed nucleus: 0.1384 MHz
1S shift, finite proton mass: 1.1054 MHz
1S shift, solved shell, finite mass: 1.1054 MHz
Largest formula error in level tests: 5.21e-05 (relative)
1S shell error at proton radius: -2.542e-05 (relative)
1S shell error at 10 proton radii: -2.543e-04 (relative)
Relativistic 1S estimate: 6.45e-04 (relative)
Mass factor f_H: 0.998368 (dimensionless)
Mass factor f_D: 0.999183 (dimensionless)
1S coefficient: 1.5664 MHz/fm^2
1S-2S coefficient K: 1.3706 MHz/fm^2
Residual magnitude (input): 5.23 MHz
r_d^2 - r_p^2, fixed nuclei: 3.8158 fm^2
r_d^2 - r_p^2, finite masses: 3.8183 fm^2
Effect of 0.005 MHz rounding: 0.0036 fm^2
Extracted r_d^2: 4.5252 fm^2
Extracted deuteron radius: 2.1272 fm
Solved size part of nu(D)-nu(H): -5.2296 MHz
Difference if misread as 1S shift: 3.3388 fm^2
Tabulated r_d^2 - r_p^2: 3.8206 fm^2
\end{verbatim}
